\section*{Energy-cap bias in phaseless auxiliary-field quantum Monte Carlo for dissociating H2, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Problem}

Consider H$_2$ in the STO-3G basis, one normalised function $a$, $b$ on each proton, with overlap $S$ at bond length $R$. Atomic units are used (hartree $E_h$, bohr; $1\,E_h=27.2114$ eV). The orbitals are $g,u=(a\pm b)/\sqrt{2(1\pm S)}$, the integrals are $h_{pq}$ and $(pq|rs)$, and $J_{pq}=(pp|qq)$, $K=(gu|gu)$.

\begin{enumerate}
\item Find the FCI, RHF and UHF energies in closed form, and the condition under which UHF differs from RHF.
\item Derive the auxiliary-field propagator with mean-field subtraction, the force bias and the phaseless weight update.
\item For walkers that start as the RHF determinant, find the local energy for both trials.
\item Run the method at $R=1.4,3,4,6,10$ bohr and compare with FCI. Use the trial energy as a fixed reference $E_{\rm ref}$, cap each force-bias component at modulus 1, and keep hybrid and local energies within $E_{\rm ref}\pm\sqrt{2/\Delta\tau}$.
\item Find the error of each trial at dissociation as $\Delta\tau\to0$, and identify which ingredient of the algorithm produces it.
\end{enumerate}

\section*{Solution}

\subsection*{1. Reference energies}

With one up and one down electron, a determinant is fixed by the two orbitals, and the states $|pr\rangle$ (up electron in $p$, down electron in $r$) span a four-dimensional product space. In it
\begin{equation}
H=E_{\rm nuc}+h\otimes1+1\otimes h+V,\qquad \langle pr|V|qs\rangle=(pq|rs).
\end{equation}
Spatially symmetric combinations are singlets and the antisymmetric one is the $M_S=0$ triplet. Inversion makes $g$ even and $u$ odd, so $h_{gu}=0$ and every $(pq|rs)$ with an odd number of $u$ labels vanishes. The even states $|gg\rangle,|uu\rangle$ therefore form a closed block with $H_{gg}=2h_{gg}+J_{gg}+E_{\rm nuc}$, $H_{uu}=2h_{uu}+J_{uu}+E_{\rm nuc}$ and coupling $K$. Its secular equation $(H_{gg}-E)(H_{uu}-E)=K^2$ has the lower root
\begin{equation}
E_{\rm FCI}=\tfrac12(H_{gg}+H_{uu})-\sqrt{\tfrac14(H_{uu}-H_{gg})^2+K^2},
\end{equation}
with eigenvector $|gg\rangle-r|uu\rangle$. The two rows of the eigenvalue equation give
\begin{equation}
r=\frac{H_{gg}-E_{\rm FCI}}{K}=\frac{K}{H_{uu}-E_{\rm FCI}}. \label{r}
\end{equation}
RHF is $|gg\rangle$, with energy $H_{gg}$.

For UHF take the up orbital $cg+su$ and the down orbital $cg-su$, with $c^2=1-t$, $s^2=t$. Their product is
\begin{equation}
|T\rangle=c^2|gg\rangle-s^2|uu\rangle-cs\,(|gu\rangle-|ug\rangle). \label{T}
\end{equation}
The last term is the triplet, with squared norm $2c^2s^2$. Since $\langle gu|H|gu\rangle=h_{gg}+h_{uu}+J_{gu}+E_{\rm nuc}$ and $\langle gu|H|ug\rangle=K$, its energy is $E_T=h_{gg}+h_{uu}+J_{gu}-K+E_{\rm nuc}$. It has odd parity and does not couple to the even block, so
\begin{align}
E(t)&=c^4H_{gg}+s^4H_{uu}-2c^2s^2K+2c^2s^2E_T\nonumber\\
&=(1-t)^2H_{gg}+t^2H_{uu}+2t(1-t)M,\qquad M=E_T-K.
\end{align}
The derivative is $E'(t)=-2(1-t)H_{gg}+2tH_{uu}+2(1-2t)M=-2(H_{gg}-M)+2t(H_{gg}+H_{uu}-2M)$. Inserting the definitions, the one-electron terms cancel in the last bracket:
\begin{equation}
H_{gg}+H_{uu}-2M=D+4K,\qquad D=J_{gg}+J_{uu}-2J_{gu}. \label{D}
\end{equation}
$D$ is the Coulomb self-energy of the charge density $g^2-u^2$ and is not negative, so $E(t)$ is convex. Its minimum on $t\ge0$ lies at $t=(H_{gg}-M)/(D+4K)$ if $H_{gg}>M$ and at $t=0$ otherwise. The equality $H_{gg}=M$ is the Coulson--Fischer point, $R=2.1797$ bohr in this basis (it moves out by about 0.11 bohr, to 2.287 bohr in cc-pVDZ and 2.295 bohr in cc-pVTZ). The form $(c,\pm s)$ was assumed; the program tests it by minimising over two independent real orbital angles, and it tests $E_{\rm FCI}$ against an independent FCI solver.

The inputs, in $E_h$, are
\begin{center}
\begin{tabular}{ccccc}
$R$ & $H_{gg}$ & $H_{uu}$ & $K$ & $M$\\
1.4 & $-1.11671$ & $0.46058$ & 0.18126 & $-0.71307$\\
3 & $-0.88528$ & $-0.43170$ & 0.23512 & $-1.13579$\\
4 & $-0.76108$ & $-0.55903$ & 0.26513 & $-1.19246$\\
6 & $-0.64508$ & $-0.61283$ & 0.30402 & $-1.23707$\\
10 & $-0.59597$ & $-0.59575$ & 0.33730 & $-1.27047$
\end{tabular}
\end{center}
At $R=3$ bohr the mean of $H_{gg}$ and $H_{uu}$ is $-0.65849$ and half their difference is $0.22679$, so $E_{\rm FCI}=-0.65849-\sqrt{0.22679^2+0.23512^2}=-0.65849-0.32667=-0.98516\,E_h$ and $r=0.09988/0.23512=0.4248$. Also $t=0.25051/0.95460=0.2624$, and $E_{\rm UHF}=-0.48164-0.02972-0.43966=-0.95102\,E_h$. Equation (\ref{D}) gives $D=0.95460-4(0.23512)=0.0141\,E_h$. The same arithmetic gives $D=0.0450$ at 1.4 bohr, $0.0043$ at 4 bohr, and zero within the rounding of the table at 10 bohr.

\subsection*{2. The propagator}

\paragraph{Sum of squares.} The nonzero integrals are reproduced by $(pq|rs)=\sum_\gamma L^\gamma_{pq}L^\gamma_{rs}$ with three real symmetric matrices,
\begin{equation}
L^1={\rm diag}\!\Big(\sqrt{J_{gg}},\tfrac{J_{gu}}{\sqrt{J_{gg}}}\Big),\quad
L^2={\rm diag}\!\Big(0,\sqrt{J_{uu}-\tfrac{J_{gu}^2}{J_{gg}}}\Big),\quad
L^3=\sqrt K\,\sigma_x .
\end{equation}
The first two are the Cholesky factors of the $2\times2$ matrix $J$, and the third supplies $(gu|gu)$ and its permutations. Thus $V=\sum_\gamma L^\gamma\otimes L^\gamma$. For any $2\times2$ matrix $A$ write $\hat A=A\otimes1+1\otimes A$. Squaring gives $\hat L^2=\widehat{L^2}+2L\otimes L$, hence $V=\frac12\sum_\gamma\hat L_\gamma^2-\frac12\sum_\gamma\widehat{L^\gamma L^\gamma}$. With the trial averages $\bar l_\gamma=\langle T|\hat L_\gamma|T\rangle$, the identity $\hat L^2=(\hat L-\bar l)^2+2\bar l\hat L-\bar l^2$ leads to
\begin{align}
H&=E_c+\hat T_1+\tfrac12\sum_\gamma\Lambda_\gamma^2,\qquad \Lambda_\gamma=\hat L_\gamma-\bar l_\gamma,\nonumber\\
T_1&=h-\tfrac12\sum_\gamma L^\gamma L^\gamma+\sum_\gamma\bar l_\gamma L^\gamma,\qquad E_c=E_{\rm nuc}-\tfrac12\sum_\gamma\bar l_\gamma^2 .
\end{align}
For both trials $\bar l_3=\sqrt K(2cs-2cs)=0$, so $T_1$ is diagonal. One step is split symmetrically, $e^{-\Delta\tau H}\approx e^{-\Delta\tau E_c}e^{-\Delta\tau\hat T_1/2}e^{-\frac{\Delta\tau}{2}\sum\Lambda^2}e^{-\Delta\tau\hat T_1/2}$, with an error of order $\Delta\tau^3$.

\paragraph{Hubbard--Stratonovich transformation.} Let $x_\gamma$ be independent standard normal variables and $B(x)=\exp(i\sqrt{\Delta\tau}\sum_\gamma x_\gamma\Lambda_\gamma)$. Odd moments vanish, $\langle x_ax_b\rangle=\delta_{ab}$, and $\langle x_ax_bx_cx_d\rangle=\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}$. Expanding the exponential,
\begin{equation}
\langle B\rangle=1-\frac{\Delta\tau}{2}\sum_a\Lambda_a^2+\frac{\Delta\tau^2}{24}\sum_{ab}\big(\Lambda_a^2\Lambda_b^2+\Lambda_a\Lambda_b\Lambda_a\Lambda_b+\Lambda_a\Lambda_b^2\Lambda_a\big)+\dots
\end{equation}
The exact exponential has the second-order term $\frac{\Delta\tau^2}{8}\sum_{ab}\Lambda_a^2\Lambda_b^2=\frac{3\Delta\tau^2}{24}\sum_{ab}\Lambda_a^2\Lambda_b^2$. The difference is $\frac{\Delta\tau^2}{24}\sum_{ab}(\Lambda_a\Lambda_b\Lambda_a\Lambda_b+\Lambda_a\Lambda_b^2\Lambda_a-2\Lambda_a^2\Lambda_b^2)$, which vanishes when the $\Lambda$ commute. At $R=3$ bohr with the UHF subtraction, the coefficient of $\Delta\tau^2$ has norm $2.466\times10^{-3}E_h^2$, and Gauss--Hermite quadrature at $\Delta\tau=0.002\,E_h^{-1}$ gives $2.464\times10^{-3}E_h^2$. The factor $i$ is needed because $\Lambda^2$ enters $H$ with a positive sign. It makes the walkers complex.

For two electrons $\Lambda_\gamma=\widehat{(L^\gamma-\bar l_\gamma/2)}$, so $B=e^{A}\otimes e^{A}$ with $A=i\sqrt{\Delta\tau}\sum_\gamma x_\gamma(L^\gamma-\bar l_\gamma/2)=a_0+a_z\sigma_z+a_x\sigma_x$. Because $\sigma_x$ and $\sigma_z$ anticommute, $(a_z\sigma_z+a_x\sigma_x)^2=q=a_x^2+a_z^2$, and
\begin{equation}
e^A=e^{a_0}\Big[\cosh\sqrt q+\frac{\sinh\sqrt q}{\sqrt q}(a_z\sigma_z+a_x\sigma_x)\Big].
\end{equation}
A determinant is mapped to a determinant, with the same matrix acting on both spins.

\paragraph{Importance sampling and contour shift.} Represent the state as $|\Psi\rangle=\sum_kw_k|\phi_k\rangle/\langle T|\phi_k\rangle$. The mixed energy is then
\begin{equation}
\frac{\langle T|H|\Psi\rangle}{\langle T|\Psi\rangle}=\frac{\sum_kw_kE_L(\phi_k)}{\sum_kw_k},\qquad E_L(\phi)=\frac{\langle T|H|\phi\rangle}{\langle T|\phi\rangle},
\end{equation}
and it equals the ground-state energy when $|\Psi\rangle$ is the ground state, since $H$ may then act to the right. The Gaussian density $p$ obeys $p(x)\,e^{x\cdot\bar x-\bar x\cdot\bar x/2}=p(x-\bar x)$, by expanding the square (the dot product has no complex conjugation). $B$ is entire and grows at most exponentially, so the contour $y=x-\bar x$ may be moved back to the real axis, and for any complex $\bar x$ independent of $x$
\begin{equation}
\langle B(x)\rangle=\big\langle e^{x\cdot\bar x-\bar x\cdot\bar x/2}B(x-\bar x)\big\rangle. \label{shift}
\end{equation}
A walker moved to $|\phi'\rangle=e^{-\Delta\tau\hat T_1/2}B(x-\bar x)e^{-\Delta\tau\hat T_1/2}|\phi\rangle$ keeps the representation if $w$ is multiplied by
\begin{equation}
I=\frac{\langle T|\phi'\rangle}{\langle T|\phi\rangle}\,e^{x\cdot\bar x-\bar x\cdot\bar x/2}\,e^{-\Delta\tau(E_c-E_{\rm ref})}.
\end{equation}
The factor $e^{\Delta\tau E_{\rm ref}}$ is common to all walkers and cancels in the energy.

\paragraph{Force bias.} Let $\langle\Lambda\rangle=\langle T|\Lambda|\phi\rangle/\langle T|\phi\rangle$. Anticipating $\bar x=O(\sqrt{\Delta\tau})$, the terms of order $\sqrt{\Delta\tau}$ in $\ln I$ are $i\sqrt{\Delta\tau}\,x\cdot\langle\Lambda\rangle+x\cdot\bar x$. They cancel for every $x$ if
\begin{equation}
\bar x_\gamma=-i\sqrt{\Delta\tau}\,\big(\langle\hat L_\gamma\rangle-\bar l_\gamma\big).
\end{equation}
Without the shift, $I-1$ fluctuates at order $\sqrt{\Delta\tau}$ and its variance is $O(\Delta\tau)$. With it the fluctuation is of order $\Delta\tau$ and the variance is $O(\Delta\tau^2)$. For the two-body step at $R=3$ bohr, with the UHF trial and both orbitals equal to $g+(0.4+0.5i)u$, doubling $\Delta\tau$ from 0.002 to 0.004 multiplies the variance by 1.997 without the shift and by 3.995 with it. At $\Delta\tau=0.02$ the variances are $2.982\times10^{-3}$ and $1.995\times10^{-5}$, a ratio of about 150. Since (\ref{shift}) holds for any $\bar x$, capping $|\bar x_\gamma|$ at 1, or evaluating $\bar x$ after the first one-body half-step, changes the variance and leaves the average alone.

\paragraph{Phaseless constraint.} Up to here the walk is exact apart from the time step, but $I$ is complex and the phases of the weights spread with $\tau$. The phaseless approximation replaces the update by
\begin{equation}
w\leftarrow w\,|I|\,\max(0,\cos\Delta\theta),\qquad \Delta\theta=\arg\frac{\langle T|\phi'\rangle}{\langle T|\phi\rangle},
\end{equation}
and uses ${\rm Re}\,E_L$ in the estimator. The hybrid cap clips $\ln|I|$ to $\pm\sqrt{2\Delta\tau}$, which is the energy window $\pm\sqrt{2/\Delta\tau}$ times $\Delta\tau$. The angle excludes the Gaussian factor, so its leading term is not cancelled: $\Delta\theta\approx\sqrt{\Delta\tau}\,x\cdot{\rm Re}\langle\Lambda\rangle$. Averaging $1-\cos\Delta\theta\approx\Delta\theta^2/2$ gives, to leading order in $\Delta\tau$, a weight loss per unit $\tau$ of
\begin{equation}
\Gamma=\tfrac12\sum_\gamma\big({\rm Re}\langle\Lambda_\gamma\rangle\big)^2. \label{Gamma}
\end{equation}

\subsection*{3. Local energies}

Trial and walker are products over spin, so each term of $H$ factorises: $E_L=E_{\rm nuc}+\langle h\rangle_\uparrow+\langle h\rangle_\downarrow+\sum_\gamma\langle L^\gamma\rangle_\uparrow\langle L^\gamma\rangle_\downarrow$, where $\langle A\rangle_\sigma=t_\sigma^{T}A\phi_\sigma/t_\sigma^{T}\phi_\sigma$ and $t_\sigma$ is the trial orbital. The program uses this form.

A walker that starts as $|gg\rangle$ keeps equal orbitals $g+zu$ for both spins,
\begin{equation}
|\phi\rangle=|gg\rangle+z(|gu\rangle+|ug\rangle)+z^2|uu\rangle .
\end{equation}
This is spatially symmetric, a pure singlet. The triplet term of (\ref{T}) is orthogonal to $|\phi\rangle$ and to $H|\phi\rangle$, so in the overlap and in $E_L$ the trial acts as $a|gg\rangle-b|uu\rangle$ with $a=1-t$, $b=t$. The same holds for the force bias, because $\hat L_\gamma$ preserves the exchange symmetry. The $gg$ and $uu$ components of $H|\phi\rangle$ are $H_{gg}+Kz^2$ and $K+H_{uu}z^2$, so
\begin{equation}
E_L(z)=\frac{aH_{gg}-bK+(aK-bH_{uu})z^2}{a-bz^2}.
\end{equation}
Subtract $E_{\rm FCI}$ and use (\ref{r}), that is $H_{gg}-E_{\rm FCI}=Kr$ and $H_{uu}-E_{\rm FCI}=K/r$. The numerator becomes $K(ar-b)+(aK-bK/r)z^2=K(ar-b)(1+z^2/r)$. With $\rho=b/a$,
\begin{equation}
E_L-E_{\rm FCI}=K(r-\rho)\,\frac{1+z^2/r}{1-\rho z^2}. \label{EL}
\end{equation}
If $\rho=r$, every walker has $E_L=E_{\rm FCI}$, so the energy is exact with zero variance whatever the constraint does to the weights. The program tests this on random complex $z$. For RHF, $\rho=0$ and $E_L=H_{gg}+Kz^2$, so the exact answer needs $\langle z^2\rangle=-r$.

The walkers start on the imaginary $z$ axis and leave it slowly when $D$ is small. Put $z=i\tan\alpha$, with orbital $(\cos\alpha,i\sin\alpha)$. For real $\eta$, $e^{i\eta\sigma_x}=\cos\eta+i\sigma_x\sin\eta$ gives the components $\cos\eta\cos\alpha-\sin\eta\sin\alpha=\cos(\alpha+\eta)$ and $i\sin(\alpha+\eta)$, so the third field shifts $\alpha$. Its force bias is real there: $\hat\sigma_x|\phi\rangle$ has $gg$ and $uu$ components $2z$, so $\langle\hat L_3\rangle=2\sqrt K\,z(a-b)/(a-bz^2)$ is imaginary and $\bar x_3$ is real. The one-body step rescales $z$ by a real factor. Only the diagonal fields rotate the phase of $z$, by $\sqrt{\Delta\tau}\sum_{\gamma=1,2}x_\gamma(L^\gamma_{uu}-L^\gamma_{gg})$, whose variance is $\Delta\tau(J_{uu}-2J_{gu}+J_{gg})=D\Delta\tau$.

On the axis the overlap is $a\cos^2\alpha+b\sin^2\alpha$. It has no zero for $b>0$. For RHF it has a double zero at $\alpha=\pm\pi/2$. With $z^2=-y$, the factor $(1-y/r)/(1+\rho y)$ in (\ref{EL}) falls monotonically from 1 at $y=0$ to $-1/(r\rho)$ at $y\to\infty$. For $0<\rho<r$, any positive distribution of walkers on the axis therefore has an error between $-K(r-\rho)/(r\rho)$ and $+K(r-\rho)$. At 3 bohr, $\rho=0.3558$ and these bounds are $-107$ and $+16$ m$E_h$. At 4 bohr, $K(r-\rho)=0.26513(0.6891-0.6810)=2.1$ m$E_h$ and the lower bound is $-2.1/0.469\approx-4.6$ m$E_h$. At 6 bohr $\rho=0.9483$ against $r=0.9484$. The bounds do not cover walkers off the axis.

We now have the reference energies, the phaseless propagator and the local energy for both trials, which is exact for every walker if $\rho=r$. It remains to run the method along the dissociation curve and to find the error of each trial at dissociation as $\Delta\tau\to0$, together with its source.

Numerical values quoted here were computed with a short program.
